# Magnetic Catalysis from the Lowest Landau Level in 2+1 Dimensions, part 2

Charged four-component fermions move in a plane in a uniform perpendicular field $B$, with

$$
H=c\,(\alpha_1\Pi_1+\alpha_2\Pi_2)+\beta M,\qquad M=mc^2 .
$$

Here $q$ is the charge, $eB=|qB|$, and $M>0$ unless stated otherwise. The condensate $\langle\bar\psi\psi\rangle$, a number per area, is the vacuum value of $\psi^\dagger\beta\psi$ with charge-symmetric ordering. For occupations $f_i$ of the eigenstates $u_i$ it is $\tfrac12\sum_i(2f_i-1)\,u_i^\dagger\beta u_i$.

$H$ splits into two blocks. For $qB>0$ their lowest Landau levels (LLLs) lie at $+M$ with $\beta=+1$ and at $-M$ with $\beta=-1$. Each level holds $N=eB/(2\pi\hbar)$ states per area. The higher levels lie at $\pm E_n$ in both blocks, with $E_n=\sqrt{M^2+n\varepsilon^2}$, $n\ge1$, and $\varepsilon=c\sqrt{2\hbar eB}$.

Part I showed that, at zero temperature, zero chemical potential and fixed cutoff,

$$
\lim_{m\to0^\pm}\langle\bar\psi\psi\rangle=\mp N=\mp\frac{eB}{2\pi\hbar}.
$$

The operation $U=\sigma_1\otimes1$ of section 3 exchanges the blocks. It is a symmetry of $H$ at $m=0$ and gives $U^\dagger\beta U=-\beta$.

With the cutoff weight $\mathrm{erfc}(|E|/\Lambda)$ on each state, the condensate is

$$
C_\Lambda(M)=-N\left[\mathrm{erfc}\!\left(\frac M\Lambda\right)
+2\sum_{n\ge1}\frac{M}{E_n}\,\mathrm{erfc}\!\left(\frac{E_n}{\Lambda}\right)\right].
$$

Section 12 found its value at $B=0$,

$$
C_\Lambda^{(0)}(M)=-\frac{M}{\pi\hbar^2c^2}\int_M^\infty dE\,\mathrm{erfc}\!\left(\frac E\Lambda\right),\qquad
\frac{1}{\pi\hbar^2c^2}=\frac{4N}{\varepsilon^2},
$$

and for $M\ll\Lambda$

$$
C_\Lambda^{(0)}(M)\simeq-\frac{M}{\pi\hbar^2c^2}\left(\frac{\Lambda}{\sqrt\pi}-M\right).
$$

For $\Lambda\gg\varepsilon$, the LLL dominates the full condensate when $4M\Lambda/(\sqrt\pi\,\varepsilon^2)\ll1$. This is the cutoff condition of section 12.

The grid entries in the numerical output belong to a check made in Part I. There the Dirac operator was diagonalized on a grid in $x$ for a set of momenta $k$, and the local values of $-\tfrac12\mathrm{sgn}(E)\,u^\dagger\beta u$ were added at one point.

### 13. The part induced by the field

The difference $C_\Lambda-C_\Lambda^{(0)}$ has a finite limit for $\Lambda\to\infty$. To see this, write each weight as an integral:

$$
\frac1E\,\mathrm{erfc}\!\left(\frac E\Lambda\right)
=\frac{1}{\sqrt\pi}\int_{1/\Lambda^2}^\infty\frac{ds}{\sqrt s}\,e^{-sE^2}.
$$

The substitution $t=E\sqrt s$, with $ds/\sqrt s=2\,dt/E$, turns the right side into the definition of erfc. The levels then sum to a geometric series,

$$
1+2\sum_{n\ge1}e^{-sn\varepsilon^2}
=\frac{1+e^{-s\varepsilon^2}}{1-e^{-s\varepsilon^2}}
=\coth\frac{s\varepsilon^2}{2}.
$$

For the zero-field part, $\int_M^\infty E\,e^{-sE^2}dE=e^{-sM^2}/(2s)$. With the prefactor $4N/\varepsilon^2$ this puts $2/(s\varepsilon^2)$ in the place of the hyperbolic cotangent. Hence

$$
C_\Lambda-C_\Lambda^{(0)}=-\frac{NM}{\sqrt\pi}\int_{1/\Lambda^2}^\infty
\frac{ds}{\sqrt s}\,e^{-sM^2}\left[\coth\frac{s\varepsilon^2}{2}-\frac{2}{s\varepsilon^2}\right].
$$

Since $\coth x-1/x\simeq x/3$ for small $x$, the bracket behaves as $s\varepsilon^2/6$ near $s=0$. The lower limit may be set to zero. With $t=s\varepsilon^2$ and $r=M/\varepsilon$, the field-induced condensate is $-N\,R(r)$, where

$$
R(r)=\frac{r}{\sqrt\pi}\int_0^\infty\frac{dt}{\sqrt t}\,e^{-tr^2}
\left[\coth\frac t2-\frac2t\right].
$$

To evaluate the integral, replace the power $t^{-1/2}$ by $t^{z-1}$ and define

$$
J(z)=\frac{1}{\Gamma(z)}\int_0^\infty dt\,t^{z-1}e^{-tr^2}
\left[\coth\frac t2-\frac2t\right],\qquad R(r)=r\,J(\tfrac12),
$$

where $\Gamma(\tfrac12)=\sqrt\pi$ has been used. The integral converges for $\mathrm{Re}\,z>-1$ and is analytic there. For $\mathrm{Re}\,z>1$ the terms may be integrated one by one. Each exponential gives $\Gamma(z)^{-1}\int_0^\infty t^{z-1}e^{-ta}dt=a^{-z}$, and $\Gamma(z-1)/\Gamma(z)=1/(z-1)$, so that

$$
J(z)=r^{-2z}+2\,\zeta(z,1+r^2)-\frac{2r^{2-2z}}{z-1}.
$$

Here $\zeta(z,a)=\sum_{n\ge0}(n+a)^{-z}$ is the Hurwitz zeta function. Both sides have a continuation to $z=\tfrac12$, where they must still agree. There the last term equals $+4r$, and multiplication by $r$ gives

$$
R(r)=1+2r\,\zeta(\tfrac12,1+r^2)+4r^2 .
$$

### 14. Small and large mass

For $r\to0$ the zeta function tends to the Riemann value $\zeta(\tfrac12)=-1.460$, and

$$
R(r)=1-2.921\,r+O(r^2).
$$

The one is the LLL. The linear term is negative although each higher level contributes to $\langle\bar\psi\psi\rangle$ with the same sign as the LLL. The reason is the subtraction: at this order the higher levels contribute less than the zero-field continuum that has been removed.

For $r\to\infty$ small values of $t$ dominate the integral, and the bracket may be replaced by $t/6$. Then

$$
R(r)\simeq\frac{r}{6\sqrt\pi}\int_0^\infty dt\,\sqrt t\,e^{-tr^2}
=\frac{r}{6\sqrt\pi}\cdot\frac{\sqrt\pi}{2r^3}=\frac{1}{12r^2}.
$$

Since $N\varepsilon^2=(eB)^2c^2/\pi$, the induced condensate becomes $-(eB)^2c^2/(12\pi M^2)$. A heavy fermion responds quadratically to a weak field. The linear dependence on $B$ belongs to the opposite regime, $M\ll\varepsilon$, where the LLL is separated from the other levels by much more than its own splitting.

### 15. Temperature and the order of limits

At temperature $T$ and zero chemical potential, a state of energy $E$ has the mean occupation $f=1/(e^{E/k_BT}+1)$, so $2f-1=-\tanh(E/2k_BT)$. The two LLLs have energies $+M$ and $-M$ with $\beta=+1$ and $-1$. Their contribution is

$$
\tfrac12N\left[-\tanh\frac{M}{2k_BT}+\tanh\frac{-M}{2k_BT}\right]
=-N\tanh\frac{M}{2k_BT}.
$$

This is the law of a two-level magnetic moment in a field, with the mass in the role of the field. If $T\to0$ at fixed $M>0$, the result is $-N$. If $M\to0$ at fixed $T>0$, the result is zero, because thermal motion fills both LLLs equally. The statement of Part I requires the first order. In practice it requires $k_BT\ll M\ll\varepsilon$, together with the cutoff condition of section 12.

The higher levels do not change this conclusion. Their terms acquire factors $\tanh(E_n/2k_BT)\le1$, and at fixed cutoff they still vanish with $M$.

### 16. An interaction that can generate the mass

So far the mass was given from outside. Now let the bare mass be zero and add an attractive interaction with energy density

$$
-\frac G2(\bar\psi\psi)^2,\qquad G>0 ,
$$

where $G$ has the unit of energy times area. In mean field the operator product is replaced by the square of the average $C=\langle\bar\psi\psi\rangle$, taken to be uniform. This is the Hartree form: exchange terms are dropped. That is controlled when there are many identical copies of the fermion. For a single four-component fermion the dropped terms are not small, as section 20 shows. One then looks for the state with the lowest value of

$$
\mathcal E_{\rm kin}-\frac G2C^2,
$$

where $\mathcal E_{\rm kin}$ is the average massless Dirac energy per area. The quadratic term can be written as a minimum over an auxiliary energy $M$:

$$
-\frac G2C^2=\min_M\left[\frac{M^2}{2G}+MC\right],\qquad\text{reached at } M=-GC .
$$

For a given $M$, minimizing $\mathcal E_{\rm kin}+MC$ over states yields the vacuum energy $\Omega(M)$ of a free fermion with mass energy $M$. The mean-field problem is thus the minimization of

$$
\mathcal E(M)=\frac{M^2}{2G}+\Omega(M).
$$

The charge-symmetric ordering gives $\Omega=-\tfrac12\sum|E|$ per area. Before regularization this is $-N\left[|M|+2\sum_{n\ge1}E_n\right]$: each of the two LLLs gives $-\tfrac12N|M|$, and each higher $n$ has four energies of size $E_n$. With the cutoff, an energy $E$ is replaced by the function

$$
F(E)=-\int_E^\infty dy\,\mathrm{erfc}\!\left(\frac y\Lambda\right),\qquad
F'(E)=\mathrm{erfc}\!\left(\frac E\Lambda\right),
$$

which is close to $E$ plus a constant for $E\ll\Lambda$. The cutoff limits the reading of $\Omega(M)$ as a minimum over states. For each state $\mathcal E_{\rm kin}+MC$ is linear in $M$, so its minimum must be concave in $M$. At zero field the regulated $\Omega$ is concave only for $M$ below about $0.43\,\Lambda$. The mean-field interpretation is therefore used here for masses well below the cutoff and, in the field, for a cutoff well above $\varepsilon$. Since $dE_n/dM=M/E_n$, differentiation gives $d\Omega/dM=C_\Lambda(M)$. A stationary point for $M>0$ thus satisfies $M=-G\,C_\Lambda(M)$, which is the self-consistency condition.

### 17. Zero field: a threshold

Without the field, the derivative for $M>0$ is

$$
\frac{d\mathcal E^{(0)}}{dM}=M\left[\frac1G-\frac{1}{\pi\hbar^2c^2}
\int_M^\infty dE\,\mathrm{erfc}\!\left(\frac E\Lambda\right)\right].
$$

The integral is largest at $M=0$, where it equals $\Lambda/\sqrt\pi$. Define

$$
G_c=\frac{\pi^{3/2}\hbar^2c^2}{\Lambda}.
$$

For $G<G_c$ the bracket is positive for all $M>0$, the energy rises with $M$, and the fermion stays massless. For $G>G_c$ the energy first falls, and a mass appears. The threshold exists because the continuum gains energy only in proportion to $M^2$ at small $M$, and this gain must compete with the cost $M^2/2G$.

### 18. With the field: no threshold

The LLL adds the term $-N|M|$ to the energy at small $|M|$. The higher levels depend on $M^2$ and contribute at order $M^2$, like the cost $M^2/2G$. Near $M=0$, therefore,

$$
\mathcal E(M)-\mathcal E(0)=-N|M|+O(M^2).
$$

The linear gain wins for sufficiently small $|M|$, whatever the positive value of $G$. In mean field the massless state is thus never the minimum. This is magnetic catalysis: the field removes the threshold for the mass. The two signs of $M$ have equal energy, because the operation $U$ of section 3 reverses $\bar\psi\psi$ and leaves its square unchanged. The Hartree minimum is one of these two. The continuous rotations that mix the blocks change $C^2$, so in the Hartree energy the two signs are the only equivalent choices. With exchange included this is no longer so at first order in $G$ (section 20).

For weak coupling the mass follows from the small-$M$ form of the condensate. Add the induced part of section 14 and the zero-field part of section 12, for $M\ll\varepsilon\ll\Lambda$:

$$
C_\Lambda(M)\simeq-N\left[1+\frac{2\zeta(\frac12)M}{\varepsilon}\right]-\frac{M}{G_c}.
$$

Inserting this into $M/G=-C_\Lambda(M)$ and collecting the terms with $M$ gives

$$
M\left[\frac1G-\frac1{G_c}-\frac{2N\zeta(\frac12)}{\varepsilon}\right]=N,
\qquad
M=\frac{GN}{1-G/G_c-2GN\zeta(\frac12)/\varepsilon}.
$$

For $G\to0$ at fixed field and cutoff, the Hartree mass tends to $M\to GN$, which is the LLL contribution alone. The mass is then proportional to both the coupling and the field.

### 19. A worked example

Take $B=10\ \mathrm T$, one elementary charge, and the speed of light as the limiting speed $c$. These are round model parameters. The density of LLL states in each block is

$$
N=\frac{eB}{2\pi\hbar}=2.418\times10^{15}\ \mathrm{m^{-2}},
$$

so the condensate for $m\to0^+$ is $-2.418\times10^{15}\ \mathrm{m^{-2}}$, or $-2.418\times10^{-3}\ \mathrm{nm^{-2}}$. The Landau energy is $\varepsilon=34.40\ \mathrm{eV}$. A smaller limiting speed would lower $\varepsilon$ in proportion but leave $N$ unchanged.

The approach to the limit is shown by the field-induced part $-NR$:

| $M/\varepsilon$ | $R$ | $-NR$ in $10^{15}\ \mathrm{m^{-2}}$ |
|---|---|---|
| 1 | 0.0793 | −0.192 |
| 0.1 | 0.7453 | −1.802 |
| 0.01 | 0.9712 | −2.348 |
| 0.001 | 0.9971 | −2.411 |

For $M/\varepsilon=0.01$ the linear formula gives $1-2.921\times0.01=0.9708$, close to the full value. At $M/\varepsilon=1$ the heavy-mass formula gives $1/12=0.083$, already near $0.079$. The closed form for $R$ was tested against the explicit level sum minus the zero-field integral, and the printed values agree to six decimals.

Temperature matters for the smallest mass. With $M=0.0344\ \mathrm{eV}$ and $T=300\ \mathrm K$, the LLL condensate is $-0.58\,N$ instead of $-N$.

For the interacting case choose $\Lambda=10\,\varepsilon=344\ \mathrm{eV}$. Then $G_c=630.3\ \mathrm{eV\,nm^2}$, and the coupling $G=G_c/5=126.07\ \mathrm{eV\,nm^2}$ is well below the zero-field threshold. The LLL estimate is

$$
GN=126.07\times2.418\times10^{-3}\ \mathrm{eV}=0.3048\ \mathrm{eV}.
$$

The two corrections in the denominator are $G/G_c=0.2$ and $-2GN\zeta(\tfrac12)/\varepsilon=2.921\times0.3048/34.40=0.0259$. Hence

$$
M=\frac{0.3048\ \mathrm{eV}}{1-0.2+0.0259}=0.369\ \mathrm{eV}.
$$

Direct minimization of $\mathcal E(M)$ gives the same $0.369\ \mathrm{eV}$. This is the Hartree value, without exchange. The LLL estimate is 83 percent of this mass. The cutoff-dependent response of the continuum, the term $G/G_c$, raises the mass above this estimate, and the smaller term with $\zeta(\tfrac12)$ takes back part of the increase. At this coupling the LLL makes the mass possible, but it does not supply all of it.

### 20. What the mean-field result leaves open

The free-fermion limit $\mp eB/(2\pi\hbar)$ was derived for a uniform field in an unbounded, clean plane, with the limits taken in the stated order. The interacting result rests in addition on the mean-field replacement. This neglects exchange terms, and for a single four-component fermion they are of the same order in $G$ as the term kept. In the LLL $\bar\psi\psi=n_1-n_2$, the difference of the densities in the two blocks. Two fermions of the same block cannot be at the same point, so $n_1^2$ and $n_2^2$ reduce to terms that only count particles, and the interaction becomes a repulsion $G\,n_1n_2$ between the blocks. Up to such counting terms this is $\tfrac G2(n_1+n_2)^2$, which is unchanged by rotations that mix the blocks. At half filling the repulsion vanishes when all fermions occupy the same superposition of the two blocks, whichever it is. To first order in $G$ every such state has the same energy, with $C$ anywhere between $-N$ and $N$. Removing a fermion costs no repulsion and adding one to the empty level costs $GN$, so the gap is $2M=GN$, half the Hartree value. The level is still polarized and gapped for any $G>0$, but the Hartree form overestimates the gap and the preference for the direction $\bar\psi\psi$. The mean-field replacement also neglects fluctuations of the condensate, including the formation of domains in which $M$ has the opposite sign. It therefore does not decide whether the order survives at nonzero temperature. What it does establish, within this model, is the origin of the instability: a half-filled level at zero energy gains energy linearly in the mass, while the cost of the mass is quadratic.

## Numbers as computed

```
Magnetic field B: 10.0 T
LLL density N = eB/(2 pi hbar): 2.417989e+15 m^-2
Condensate for m -> 0+: -2.417989e+15 m^-2
Condensate for m -> 0+: -2.417989e-03 nm^-2
Landau energy eps: 34.39684 eV
Grid step: 0.10 magnetic lengths
Grid mass energy: 1.0e-04 eps/sqrt(2)
Grid LLL share, block 1: -0.50000 N
Grid LLL share, block 2: -0.50000 N
Grid higher-level share: -0.002293 N
Grid total, m>0, qB>0: -1.00229 N
Grid total, m<0, qB>0: 1.00229 N
Grid total, m>0, qB<0: -1.00229 N
Higher-level share ratio for tenfold mass: 10.0000 (no unit)
zeta(1/2): -1.460355 (no unit)
M/eps = 1.000: M = 34.39684 eV
  R closed form: 0.079291; regulated sum: 0.079291 (no unit)
  field-induced condensate: -1.91725e+14 m^-2
M/eps = 0.100: M = 3.43968 eV
  R closed form: 0.745327; regulated sum: 0.745327 (no unit)
  field-induced condensate: -1.80219e+15 m^-2
M/eps = 0.010: M = 0.34397 eV
  R closed form: 0.971190; regulated sum: 0.971190 (no unit)
  field-induced condensate: -2.34833e+15 m^-2
M/eps = 0.001: M = 0.03440 eV
  R closed form: 0.997083; regulated sum: 0.997083 (no unit)
  field-induced condensate: -2.41094e+15 m^-2
Temperature: 300.0 K
Thermal LLL condensate at M/eps=0.001: -0.58186 N
Cutoff Lambda: 10.0 eps = 343.968 eV
Critical coupling at B=0: 630.34624 eV nm^2
Coupling used, G_c/5: 126.06925 eV nm^2
LLL estimate G N: 0.30483 eV
Dynamical M from minimization: 0.36910 eV
Dynamical M from weak-coupling formula: 0.36910 eV
```
